# Energy splitting of N⁺ and N₂⁺ ions in an rf sheath

**Question**

I am working on nitridation of a surface in a low-pressure radio-frequency nitrogen plasma. The ions reaching the wafer have an energy distribution with two peaks. An exercise asks me to show that, in a collisionless sheath crossed over many rf cycles, the separation of the peaks is larger for N⁺ than for N₂⁺ by $\sqrt2$.

I am stuck in two places. Both ions carry one charge and fall through the same voltage, so why should their energies differ at all? And if the oscillating field shakes the lighter ion, its velocity swing should be twice as large, since it has half the mass. Where does the square root come from? I would also like to know how far to trust the result in a real sheath.

**Answer**

The $\sqrt2$ is a factor, not a difference in eV, and it holds to leading order when the transit takes many cycles. Your second observation is right but incomplete. The velocity swing does scale as $1/M$, so the momentum swing is the same for both ions. A small momentum change $\delta p$ changes the energy by $v\,\delta p$, and the speed $v$ at the wall scales as $1/\sqrt M$. The square root comes from that speed. The derivation below also shows why the moment of entry drops out.

**The model**

Let the sheath occupy $0<x<s$, with the plasma at $x=0$ and the wall at $x=s$. Both ions cross the same sheath, so its width, voltage and frequency are held fixed in the comparison. The voltage is $V_0+V_1\cos\omega t$ with $0<V_1<V_0$, and the field is taken as uniform in space:

$$E(t)=\frac{V_0+V_1\cos\omega t}{s}.$$

It points towards the wall at all times, so no ion is turned back. Ions of charge $+e$ and mass $M$ enter at rest, at a uniform rate in time, and do not collide. Nonuniform fields and a finite entry speed come later.

**Solving the motion**

An ion enters at $t_0$ and has travelled for a time $T=t-t_0$. Write $\varphi_0=\omega t_0$, $\varphi=\omega t$, and

$$a=\frac{eV_0}{Ms},\qquad u=\frac{eV_1}{Ms\omega}.$$

Here $a$ is the mean acceleration and $u$ the amplitude of the velocity oscillation. Integrating $M\,dv/dt=eE$ from rest gives

$$v=aT+u(\sin\varphi-\sin\varphi_0).$$

A second integration, set equal to $s$ at arrival, gives

$$s=\tfrac12aT^2-uT\sin\varphi_0-\frac u\omega(\cos\varphi-\cos\varphi_0).\qquad(1)$$

From here on, $T$ and $\varphi$ refer to arrival. The square of the arrival speed is

$$v^2=a^2T^2+2auT(\sin\varphi-\sin\varphi_0)+u^2(\sin\varphi-\sin\varphi_0)^2.$$

Multiplying (1) by $2a$ and rearranging,

$$a^2T^2=2as+2auT\sin\varphi_0+\frac{2au}{\omega}(\cos\varphi-\cos\varphi_0).$$

When this is inserted, the two terms in $2auT\sin\varphi_0$ cancel. With $\bar v^2=2as=2eV_0/M$,

$$v^2=\bar v^2+2auT\sin\varphi+u^2(\sin\varphi-\sin\varphi_0)^2+\frac{2au}{\omega}(\cos\varphi-\cos\varphi_0).\qquad(2)$$

No approximation has been made yet. The cancellation has a simple meaning: an early kick changes the drift speed, but it also changes the time during which the mean field acts, and the two effects on the energy compensate to first order.

**Many cycles per transit**

Without the oscillation, the transit time would be $\tau=2s/\bar v$, because the mean speed is $\bar v/2$. Define

$$\alpha=\frac{V_1}{V_0},\qquad \varepsilon=\frac1{\omega\tau}.$$

"Many cycles" means $\varepsilon\ll1$. Since $a\tau=\bar v$ and $u=\alpha a/\omega$, we have $u/\bar v=\alpha\varepsilon$ and $a/(\omega\bar v)=\varepsilon$.

To find $T$, divide (1) by $a/2$, use $2s/a=\tau^2$, and complete the square:

$$T=\frac{\alpha}{\omega}\sin\varphi_0+\sqrt{\tau^2+\frac{\alpha^2\sin^2\varphi_0+2\alpha(\cos\varphi-\cos\varphi_0)}{\omega^2}}.$$

The second term under the root is smaller than the first by a factor of order $\varepsilon^2$. Hence

$$aT=\bar v+u\sin\varphi_0+O(\bar v\varepsilon^2).$$

In (2), the product $2u^2\sin\varphi\sin\varphi_0$ from this expansion cancels the cross term of the square. Multiplying by $M/2$ gives the energy at the wall:

$$W=eV_0+Mu\bar v\left\{\sin\varphi+\varepsilon\left[\frac\alpha2(\sin^2\varphi+\sin^2\varphi_0)+\cos\varphi-\cos\varphi_0\right]+O(\varepsilon^2)\right\}.\qquad(3)$$

To leading order the energy depends on the arrival phase alone. Its extremes lie at $\sin\varphi=\pm1$, so their separation is

$$\boxed{\Delta W=2Mu\bar v=\frac{2eV_1}{\omega s}\sqrt{\frac{2eV_0}{M}}}\qquad(\omega\tau\gg1).$$

The momentum amplitude $Mu=eV_1/(s\omega)$ contains no mass. The remaining factor $\bar v$ does, and therefore

$$\frac{\Delta W(\mathrm N^+)}{\Delta W(\mathrm N_2^+)}=\sqrt{\frac{M(\mathrm N_2^+)}{M(\mathrm N^+)}}\simeq\sqrt2.$$

Each ion lacks one electron, so the mass ratio is slightly above 2. The root is 1.414227 instead of 1.414214, which is immaterial here.

Equation (3) also gives the first correction. At the extremes, the terms in $\sin^2\varphi$ are equal and those in $\cos\varphi$ vanish to this order. What remains depends on the two entry phases. The square-bracket contributions at the two extremes can differ by at most $2+\alpha/2$, while the leading difference is 2. The relative correction to $\Delta W$ is thus at most $(1+\alpha/4)/(\omega\tau)$ at first order, and its sign depends on the transit phase.

**Why the extremes are peaks**

The range of energies is not yet a pair of peaks; we need the number of ions at each energy. From the expression for $T$,

$$\varphi=\varphi_0+\omega\tau+\alpha\sin\varphi_0+O(\varepsilon),\qquad \frac{d\varphi}{d\varphi_0}\simeq1+\alpha\cos\varphi_0>0.$$

As $\varphi_0$ runs through one cycle, so does $\varphi$, and every arrival phase occurs. The arrivals are bunched, however. Their density in phase is

$$g(\varphi)=\frac{1}{2\pi(1+\alpha\cos\varphi_0)},$$

which is positive and finite. Two arrival phases, $\varphi$ and $\pi-\varphi$, give the same leading-order energy, so the energy distribution is

$$f(W)=\frac{g(\varphi)+g(\pi-\varphi)}{|dW/d\varphi|}
=\frac{g(\varphi)+g(\pi-\varphi)}{\sqrt{(\Delta W/2)^2-(W-eV_0)^2}}.$$

The denominator vanishes at both ends and nowhere between. The distribution therefore has an integrable inverse-square-root peak at each extreme. Bunching can make the peaks unequal, but it does not move them at leading order. Because the numerator is not constant, bunching can also raise a finite, broad maximum between the two peaks. It is barely visible for N⁺ in the example below, and the largest value of $g$, $1/[2\pi(1-\alpha)]$, grows as $\alpha$ approaches 1.

**What happens with few cycles**

A change of time variable gives a second view of the mass dependence. With $\theta=t/\sqrt M$, the equation of motion in any prescribed field becomes

$$\frac{d^2x}{d\theta^2}=eE(x,\omega\sqrt M\,\theta),\qquad W=\frac12\left(\frac{dx}{d\theta}\right)^2.$$

Mass now appears only in the product $\omega\sqrt M$. If the two ions also enter with equal energy, the width of the energy range is one common function, $\Delta W=F(\omega\sqrt M)$. For the uniform field with entry at rest, $F$ falls at high frequency as the inverse of its argument, which gives $\sqrt2$. Other fields and entry speeds need a further condition, found below.

At low frequency the voltage hardly changes during a transit. Each ion then gains $e(V_0+V_1\cos\varphi_0)$, and the splitting is $2eV_1$ for both species. The ratio is 1. This is the situation your first question describes: ions falling through the same frozen voltage do have the same energies. The mass matters because the voltage changes while they cross.

**Numbers for a nitrogen plasma**

Take $V_0=100$ V, $V_1=50$ V, $s=2$ mm and a frequency of 60 MHz, so that $\omega=3.770\times10^8\ \mathrm{s^{-1}}$. With an atomic mass of 14.007 u, the mass of N₂⁺ is $4.652\times10^{-26}$ kg. Then

$$\bar v=\sqrt{\frac{2(1.602\times10^{-19})(100)}{4.652\times10^{-26}}}\ \mathrm{m/s}=26.2\ \mathrm{km/s},$$

$$\tau=\frac{2(2\times10^{-3})}{2.625\times10^4}\ \mathrm{s}=152\ \mathrm{ns},$$

or 9.1 cycles. The splitting is

$$\frac{\Delta W}{e}=\frac{2(50)(2.625\times10^4)}{(3.770\times10^8)(2\times10^{-3})}\ \mathrm V=3.48\ \mathrm V,$$

which means 3.48 eV. For N⁺ the speed is 37.1 km/s, the transit takes 108 ns or 6.5 cycles, and the splitting is 4.92 eV.

To see the effect of the finite transit, I integrated the equation of motion with a fourth-order Runge–Kutta method, using entry times evenly spaced over one cycle. The full energy ranges are 3.44 eV for N₂⁺ and 4.90 eV for N⁺. They lie 1.3% and 0.4% below the formula. The first-order limits on the correction, from $(1+\alpha/4)/(\omega\tau)$, are 2.0% and 2.8%. Because the two corrections differ, the ratio is 1.428 rather than 1.414.

The same trajectories show the peaks. For N₂⁺, the lowest, central and highest tenths of the energy range contain 28%, 6% and 14% of the ions. For N⁺ the figures are 18%, 8% and 17%. The unequal ends for N₂⁺ show the bunching.

With the other settings fixed, the computed ratio is 1.418 at 600 MHz and 1.000 at 30 kHz, in line with the two limits. At 13.56 MHz, N⁺ makes 1.5 cycles and N₂⁺ 2.1. Their computed splittings are 21.7 and 15.0 eV, with a ratio of 1.449. This closeness to $\sqrt2$ is an accident of the transit phases. With the other settings fixed, the ratio moves between about 1.13 and 1.62 from 10 to 20 MHz, and between about 1.36 and 1.48 from 40 to 80 MHz.

**A field that varies across the sheath**

Suppose that $E=E_0(x)+E_1(x)\cos\omega t$ and that ions enter with energy $W_0$ and speed $v_0$. The mean field supplies $eV_0$. The work of the oscillating field can be integrated by parts:

$$e\int E_1v\cos\omega t\,dt=\frac e\omega\Big[E_1v\sin\omega t\Big]_{\rm entry}^{\rm wall}-\frac e\omega\int\sin\omega t\,\frac{d(E_1v)}{dt}\,dt.$$

For a smooth profile, the derivative in the last integral is $E_1'v^2+E_1\,dv/dt$. At leading order it consists of a slowly varying part and a part proportional to $\cos\omega t$. Multiplied by $\sin\omega t$, both oscillate about zero and integrate to order $1/\omega$. The velocity oscillation $eE_1\sin\omega t/(M\omega)$ inside $v^2$ adds a part that does not average to zero, but it already carries a factor $1/\omega$. Its contribution to the energy has the size $e^2[E_1^2]_{\rm entry}^{\rm wall}/(2M\omega^2)$ and is independent of phase. The last term is therefore of order $1/\omega^2$. To first order,

$$W=W_0+eV_0+\frac{eE_1(s)v_w}{\omega}\sin\varphi-\frac{eE_1(0)v_0}{\omega}\sin\varphi_0,\qquad v_w=\sqrt{\frac{2(W_0+eV_0)}M}.\qquad(4)$$

If $E_1(0)v_0=0$, the splitting is $2eE_1(s)v_w/\omega$. The field at the wall sets its size, and equal entry energies again give $\sqrt2$.

In a Child-law profile, the field grows as $x^{1/3}$ from zero at the plasma edge. Keeping the same total voltage makes the wall field $4/3$ of the uniform one, so the prefactor 2 in the boxed result becomes $8/3$. The slope of this profile is infinite at $x=0$ but integrable. For $v_0>0$, $d(E_1v)/dt$ varies just after entry as the inverse two-thirds power of the time since entry, so the neglected term in (4) falls as $\omega^{-4/3}$ instead of $\omega^{-2}$. It still becomes small compared with the wall term as $\omega$ grows.

For an electron temperature of 3 eV, let both ions enter with the Bohm energy, half of that, or 1.5 eV. Integrated trajectories in the Child-shaped field then give 4.74 eV for N₂⁺ and 6.60 eV for N⁺, a ratio of 1.39.

The entrance term matters if a uniform field is combined with this entry energy. Its size relative to the wall term is $v_0/v_w=\sqrt{1.5/101.5}=0.12$. Both terms fall as $1/\omega$, so a higher frequency does not remove it. At 60 MHz the trajectories give 3.13 and 5.24 eV, a ratio of 1.67. This value is not a fixed shift. The entrance term adds to or subtracts from the wall term according to the transit phase of each ion, and as the frequency is varied above about 80 MHz the ratio moves between about 1.13 and 1.77; between 10 and 40 MHz, with fewer cycles per transit, it moves between about 1.02 and 1.83. The $\sqrt2$ law therefore needs a negligible entrance term as well as many cycles.

**How this compares with a real sheath**

The mean voltage, width and frequency are rough values for a low-pressure, capacitively driven nitrogen plasma, but $V_1/V_0=0.5$ is not. On a wafer that draws no dc current, the sheath voltage must nearly collapse once per cycle so that electrons can balance the ion flux. With $V_0=100$ V and an electron temperature of 3 eV this requires $V_1\approx94.4$ V if N₂⁺ carries the ion current (95.5 V if N⁺ does); take 94.4 V. The uniform-field model at 60 MHz then gives 9.3 eV for N⁺ and 6.5 eV for N₂⁺, a ratio of 1.43. Bunching is strong in that case: one central tenth of the N⁺ energy range holds about 25% of the ions, against 13% in each end tenth. Where the bunch lands depends on the transit phase: at 58 MHz about half of the N⁺ ions fall in the lowest tenth, and at 62 MHz about half fall in the highest. The 60 MHz drive is in the very-high-frequency range; 13.56 MHz is a common alternative. A mean voltage of 100 V is high for nitriding a thin gate dielectric, where low ion energies are wanted to limit damage, and is more representative of a powered electrode. Equating the Child-law ion current to $en\sqrt{eT_e/M}$, with $T_e$ in volts, gives a sheath-edge density

$$n=\frac{4\sqrt2\,\varepsilon_0V_0^{3/2}}{9es^2\sqrt{T_e}}\approx5\times10^9\ \mathrm{cm^{-3}}.$$

This uses the dc Child law and fixes only the order of magnitude; a self-consistent collisionless rf sheath driven by a sinusoidal current, with the same $V_0$, $s$ and $T_e$, needs about $1.4\times10^{10}\ \mathrm{cm^{-3}}$. The fixed sheath edge is a further assumption of the model. In a real rf sheath the electrons advance and retreat. A simple model has uniform ion charge and an electron edge at $x_e=s(1-\cos\omega t)/2$. The field is $k(x-x_e)$ beyond the edge and zero before it. Its voltage is $ks^2(1+\cos\omega t)^2/8$, whose mean is $3ks^2/16$, so a mean of $V_0$ requires $k=16V_0/(3s^2)$. The wall field then oscillates with amplitude $ks/2=8V_0/(3s)$, which is 5.3 times the value $V_1/s$ used above. The voltage now swings between zero and $8V_0/3$, so part of the increase comes from the stronger voltage modulation and not from the motion of the edge alone. The model leaves out the residual barrier that limits the electron current: by the flux balance used above, a voltage that collapses fully in this way would pass an electron flux about 17 times the N₂⁺ Bohm flux, so it does not itself satisfy the zero-dc-current condition.

With 1.5 eV entry energy, trajectories in this field give 18.8 eV for N₂⁺ and 26.7 eV for N⁺. The ratio is 1.417. In this comparison the splitting in eV changes greatly with the sheath model, while the mass ratio stays within a few percent of $\sqrt2$. The ratio depends on frequency. Between 13.56 and 80 MHz it ranges from about 1.36 to 1.47 in the Child-shaped field, and with the moving edge it falls to about 1.35 at 13.56 MHz.

Collisions are the other limitation. At 5 mTorr and 300 K, an assumed rough charge-exchange cross section of $4\times10^{-15}\ \mathrm{cm^2}$ for N₂⁺ in N₂ gives a mean free path of 15.5 mm. About $1-e^{-2/15.5}=12\%$ of these ions would collide in the sheath. The resulting ions start nearly at rest partway across, and the two-peak formula omits them. Most arrive with less energy, but not all, and not as a smooth background. In the moving-edge field at 60 MHz, about 30% of N₂⁺ ions created uniformly across the sheath arrive inside the collisionless range of 92 to 111 eV, and the others form secondary peaks at lower energy, because ions created behind the electron edge wait at rest and start at a common phase. A spread in entry energy shifts and blurs both peaks; a spread comparable with 1.5 eV would be substantial beside the 3.4 eV splitting of N₂⁺ in the uniform-field example.
